# Ballistic resistance-width product of a two-dimensional electron gas between ideal contacts

## Problem

A two-dimensional electron gas of sheet density $n=10^{13}\ \mathrm{cm^{-2}}$ forms a channel between two metallic contacts. The current flows along $x$, and the channel has width $W$ along $y$. The gas has one occupied subband and one valley, with spin degeneracy two and an isotropic parabolic band of mass $m$. The electrons are treated as independent, and nothing scatters them in the channel. The contacts are ideal: each injects electrons with its own Fermi distribution and absorbs every electron that reaches it.

1. Find the product $RW$ of the two-terminal resistance and the width, at zero temperature, for small voltage and for a channel many Fermi wavelengths wide.
2. Determine how the answer changes for a narrow strip, for imperfect transmission, for an elliptical valley and at room temperature.

Hartree atomic units are used, so $\hbar=e=m_e=1$. The unit of resistance is $\hbar/e^2=4108.236\ \Omega$, and the unit of length is the bohr, $5.291772\times10^{-5}\ \mu\mathrm{m}$. One atomic unit of $RW$ is therefore

$$
4108.236\times5.291772\times10^{-5}=0.2174\ \Omega\,\mu\mathrm{m}.
$$

The density becomes $n=2.80029\times10^{-4}\ \mathrm{bohr^{-2}}$.

## First estimate by scaling

At zero temperature the available quantities are $\hbar$, $e$, $m$ and $n$. Restore the units for a moment and try $RW\propto\hbar^a m^b n^c e^d$. A resistance times a length has the dimension $\mathrm{kg\,m^3\,s^{-1}\,C^{-2}}$, while $\hbar$ has the dimension $\mathrm{kg\,m^2\,s^{-1}}$. Matching the powers gives:

- seconds: $-a=-1$, so $a=1$;
- kilograms: $a+b=1$, so $b=0$;
- coulombs: $d=-2$;
- metres: $2a-2c=3$, so $c=-1/2$.

Hence

$$
RW=C\,\frac{\hbar}{e^2}\,\frac{1}{\sqrt n},
$$

with a pure number $C$. The mass has dropped out before any dynamics has been used.

To guess $C$, suppose that each strip of width $n^{-1/2}$, the typical distance between electrons, carries one spin-degenerate channel of resistance $h/(2e^2)$. In atomic units this resistance is $\pi$, because $h=2\pi\hbar$. The spacing is $n^{-1/2}=59.76$ bohr, and

$$
(RW)_{\rm est}=\frac{\pi}{\sqrt n}=187.7\ \text{atomic units}=40.8\ \Omega\,\mu\mathrm{m}.
$$

The power of $n$ is reliable within the model. The prefactor is a guess.

## Exact solution of the model

**Density and Fermi wave number.** In a large area the allowed wave vectors have density $1/(2\pi)^2$ per unit area. Two spin states fill a circle of radius $k_F$, so

$$
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},
\qquad k_F=\sqrt{2\pi n}=0.041946\ \mathrm{bohr^{-1}}.
$$

**Number of modes.** Let the channel have hard walls at $y=0$ and $y=W$, and let its Fermi energy equal that of the wide gas. The transverse functions are $\sin(j\pi y/W)$ with $j=1,2,\dots$, and the energy is

$$
E=\frac{k_x^2}{2m}+\frac{1}{2m}\left(\frac{j\pi}{W}\right)^2 .
$$

A mode propagates at the Fermi energy if $k_x$ is real and nonzero, which requires $j\pi/W<k_F$. Away from a threshold the number of open modes is

$$
M=\left\lfloor\frac{k_FW}{\pi}\right\rfloor,
\qquad \frac{M}{W}\to\frac{k_F}{\pi}\quad\text{for } k_FW\gg1 .
$$

**Conductance of one mode.** The left contact fills the right-moving states up to $\mu_L$, and the right contact fills the left-moving states up to $\mu_R$. Let $\mu_L>\mu_R$. Below $\mu_R$ the two currents cancel. With two spins, a density $1/(2\pi)$ of wave numbers per unit length and velocity $v=dE/dk_x$, the magnitude of the net current is

$$
I_1=2\int\frac{dk_x}{2\pi}\,\frac{dE}{dk_x}
=\frac1\pi\int_{\mu_R}^{\mu_L}dE=\frac{\mu_L-\mu_R}{\pi}.
$$

The velocity cancels against the density of states, so slow and fast modes carry the same current. Since $e=1$, the voltage between the contacts is $V=\mu_L-\mu_R$. Each open mode has conductance $1/\pi$, which is $2e^2/h$ in ordinary units, and resistance $12906.40\ \Omega$.

**Result.** The modes conduct in parallel, so

$$
\frac GW=\frac{k_F}{\pi}\,\frac1\pi=\frac{k_F}{\pi^2},
\qquad
RW=\frac{\pi^2}{k_F}.
$$

To restore the units, write $\pi^2/k_F$ as $\pi$ times $\pi/k_F$ and replace the first factor by $h/(2e^2)$:

$$
\boxed{RW=\frac{h}{2e^2}\,\frac{\pi}{k_F}=\frac{h}{2e^2}\sqrt{\frac{\pi}{2n}}}
$$

The last form follows from $\pi/\sqrt{2\pi n}=\sqrt{\pi/(2n)}$. Numerically,

$$
RW=\frac{\pi^2}{0.041946}=235.29\ \text{atomic units}=51.15\ \Omega\,\mu\mathrm{m}.
$$

**The same result without modes.** In a wide channel the particle current density of the right movers filled up to $\mu=k^2/(2m)$ can be integrated directly. With $v_x=q\cos\theta/m$,

$$
J(\mu)=\frac{2}{(2\pi)^2}\int_0^k q\,dq\int_{-\pi/2}^{\pi/2}d\theta\,\frac{q\cos\theta}{m}
=\frac{1}{2\pi^2}\,\frac{k^3}{3m}\,2=\frac{k^3}{3\pi^2m}.
$$

A small voltage raises $\mu$ for the right movers relative to the left movers, so $G/W=dJ/d\mu$. Since $dk/d\mu=m/k$,

$$
\frac GW=\frac{k^2}{\pi^2m}\,\frac mk=\frac{k}{\pi^2},
$$

which at $k=k_F$ is the earlier result. A heavier mass lowers the velocity but increases the number of states in a given energy window by the same factor.

**Share of one contact.** The value belongs to the whole device. Inside the channel the right movers have chemical potential $\mu_L$ and the left movers $\mu_R$. If the local chemical potential is defined as their mean, it lies halfway between the two, and half of the voltage drops at each end. With this convention each contact has a share of $25.6\ \Omega\,\mu\mathrm{m}$.

## Comparison of the two

The ratio of the exact result to the estimate is

$$
\frac{\sqrt{\pi/(2n)}}{1/\sqrt n}=\sqrt{\frac\pi2}=1.253 .
$$

The estimate is thus 20 percent below the exact value. It assumed $\sqrt n$ modes per unit width, or 316 per micrometre. The Fermi circle gives $k_F/\pi=\sqrt{2n/\pi}$, or 252 per micrometre. Scaling fixed the dependence on density, and the count of transverse wave numbers supplied the missing factor.

The scaling argument also shows where the result can change. It had no dimensionless parameter to work with. A finite width brings in $k_FW$, an elliptical valley brings in a mass ratio, and a temperature $T$ brings in $k_BT/E_F$, where $E_F$ is the Fermi energy.

## Narrow strips and reflection

For a strip of width 950 bohr, $k_FW/\pi=12.684$, so 12 modes are open and

$$
RW=\frac{\pi\times950}{12}=248.7\ \text{atomic units}=54.07\ \Omega\,\mu\mathrm{m}.
$$

This is 5.7 percent above the wide-channel value, since $12.684/12=1.057$. In general $k_FW/\pi<M+1$, so the relative excess is less than $1/M$. It fades as the strip widens.

These figures keep the Fermi energy of the wide gas. The 950 bohr strip then holds about 5 percent fewer electrons per area than $n$. If it is filled to the density $n$ instead, its Fermi wave number rises, 13 modes are open and $RW=49.9\ \Omega\,\mu\mathrm{m}$, which is 2.4 percent below the wide-channel value. At fixed density the sign of the change also depends on the width: a strip of 940 bohr filled to the density $n$ has only 12 open modes, and its $RW$ is 4.6 percent above the wide-channel value. At fixed Fermi energy $RW$ cannot lie below that value, because $M\le k_FW/\pi$.

If something scatters the electrons, the mode entering in channel $j$ is transmitted with total probability $T_j$, and

$$
G=\frac1\pi\sum_{j=1}^{M}T_j .
$$

Current conservation requires $T_j\le1$. At fixed $k_F$ we therefore have $G\le M/\pi\le k_FW/\pi^2$, so $RW$ cannot fall below $\pi^2/k_F$ in this hard-wall model. The step $G\le M/\pi$ assumes zero temperature and a strip long enough that the closed modes decay before they reach the far contact. It can fail otherwise: a piece of the 950 bohr strip only 10 to 50 bohr long between much wider leads transmits about 12.2 to 12.4 through tunnelling of closed modes, and at 77 K with a mass of 0.2 and the chemical potential at $E_F$ the long strip conducts like 12.16 modes. Both values exceed $M=12$ but stay below $k_FW/\pi=12.68$.

A lattice calculation shows the size of the effect in one case. The strip is represented by 94 sites across its width with spacing $a=10$ bohr and hopping energy $t=1/(2ma^2)$. Clean half-infinite strips serve as leads on both sides, and the transmission follows from the Green function of the slice that joins them. For a clean slice the summed transmission is 12.000. When the site energies of that slice are shifted by random amounts between $-t$ and $t$, one such choice gives 9.561. The product then rises to

$$
\frac{\pi\times950}{9.561}=312\ \text{atomic units}=67.9\ \Omega\,\mu\mathrm{m}.
$$

Other random choices give other values, subject to the same bound: the summed transmission scatters about a mean near 10.0 with a standard deviation of about 0.5.

## An elliptical valley

Let the masses be $m_x$ along the current and $m_y$ across it. The Fermi ellipse has semi-axes $\sqrt{2m_xE_F}$ and $\sqrt{2m_yE_F}$, so

$$
n=\frac{2}{(2\pi)^2}\,\pi\,2E_F\sqrt{m_xm_y}=\frac{E_F\sqrt{m_xm_y}}{\pi},
\qquad E_F=\frac{\pi n}{\sqrt{m_xm_y}} .
$$

The number of modes is set by the largest transverse wave number,

$$
k_{y,\max}=\sqrt{2m_yE_F}=\sqrt{2\pi n}\left(\frac{m_y}{m_x}\right)^{1/4}.
$$

Each mode still has conductance $1/\pi$, because the cancellation of velocity and density of states did not depend on the mass. Therefore

$$
RW=\frac{\pi^2}{\sqrt{2\pi n}}\left(\frac{m_x}{m_y}\right)^{1/4}.
$$

For $m_x/m_y=4$ the factor is $\sqrt2$ and $RW=72.3\ \Omega\,\mu\mathrm{m}$. Turning the current by 90 degrees inverts the ratio and gives $36.2\ \Omega\,\mu\mathrm{m}$. A single valley at the stated density thus gives the value of the boxed formula if its Fermi line is a circle, but not for every orientation of an ellipse.

The number of valleys matters too. If $g$ equal isotropic valleys share the density, each has $k_F=\sqrt{2\pi n/g}$. The total number of modes per width is $g\sqrt{2\pi n/g}/\pi$, which is larger than the single-valley value by $\sqrt g$, and $RW$ is smaller by the same factor.

## Room temperature

Return to the isotropic valley and keep the density fixed. The density of states is $dn/dE=m/\pi$, since $n=k^2/(2\pi)=mE/\pi$ for a gas filled to energy $E$. With the Fermi function $f$,

$$
n=\frac m\pi\int_0^\infty f\,dE=\frac{m}{\pi}\,k_BT\ln\!\left(1+e^{\mu/k_BT}\right).
$$

Inserting $E_F=\pi n/m$ and solving for $\mu$ gives

$$
\mu=k_BT\ln\!\left(e^{E_F/k_BT}-1\right).
$$

At energy $E$ there are $k(E)/\pi$ modes per width, with $k(E)=\sqrt{2mE}$. For small voltage the difference of the two contact distributions is $V(-\partial f/\partial E)$, so

$$
\frac GW=\frac1{\pi^2}\int_0^\infty k(E)\left(-\frac{\partial f}{\partial E}\right)dE .
$$

At low temperature, expand $k(E)$ about $\mu$. The linear term averages to zero, and the mean of $(E-\mu)^2$ is $\pi^2(k_BT)^2/3$. With $k''(\mu)=-k(\mu)/(4\mu^2)$,

$$
\frac GW\simeq\frac{k(\mu)}{\pi^2}\left[1-\frac{\pi^2}{24}\left(\frac{k_BT}{\mu}\right)^2\right].
$$

The difference between $\mu$ and $E_F$ is exponentially small in $E_F/k_BT$. To leading order $RW$ therefore rises by the fraction $(\pi^2/24)(k_BT/E_F)^2$. The mass now matters, because it sets $E_F$.

For a model mass of 0.2 electron masses, $E_F=119.69$ meV. At 300 K, $k_BT=25.85$ meV, and the leading term is $0.411\times(0.216)^2=0.019$. Numerical integration of the full expression gives a rise of 2.5 percent, to $52.4\ \Omega\,\mu\mathrm{m}$. The chemical potential falls to 119.44 meV, which lowers $k(\mu)$ by about 0.1 percent. This is too small to explain the gap between 1.9 and 2.5 percent, so the expansion cut off after its second-order term is not accurate at this temperature. At 77 K the integral gives 0.128 percent and the leading term 0.126 percent, so the expansion is then adequate.
